# Particle-hole and particle-particle bubbles: a frequency sum that misleads: a program that tests the result

```python
"""Fermionic Matsubara sums for two levels, tested by direct summation.

Result under test, with G_j(iw) = 1/(iw - e_j):
  particle-hole      T sum_n G_1(iw_n) G_2(iw_n + iW) = (f1 - f2)/(iW + e1 - e2)
  particle-particle  T sum_n G_1(iw_n) G_2(iW - iw_n) = (1 - f1 - f2)/(e1 + e2 - iW)
Symbols: T = k_B times temperature; e1, e2 = level energies measured from the
chemical potential; f = Fermi function; w_n = (2n+1) pi T; W = 2 pi m T.
Energies are in hartree, bubbles in 1/hartree.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HARTREE_K = physical_constants["hartree-kelvin relationship"][0]


def fermi(e, T):
    return 1.0 / (np.exp(e / T) + 1.0)


def closed_ph(e1, e2, m, T):
    return (fermi(e1, T) - fermi(e2, T)) / (2j * np.pi * m * T + e1 - e2)


def closed_pp(e1, e2, m, T):
    return (1 - fermi(e1, T) - fermi(e2, T)) / (e1 + e2 - 2j * np.pi * m * T)


def direct_sum(kind, e1, e2, m, T, N):
    """Sum of the 2N terms n = -N ... N-1, straight from the definition."""
    iw = 1j * (2 * np.arange(-N, N) + 1) * np.pi * T
    iW = 2j * np.pi * m * T
    second = iw + iW if kind == "ph" else iW - iw
    return T * np.sum(1.0 / ((iw - e1) * (second - e2)))


def tail(kind, T, N):
    """Leading estimate of the omitted terms."""
    sign = -1.0 if kind == "ph" else 1.0
    return sign / (2 * np.pi**2 * N * T)


def corrected_sum(kind, e1, e2, m, T, N):
    return direct_sum(kind, e1, e2, m, T, N) + tail(kind, T, N)


def weight(z, T):
    return 0.5 * np.tanh(z / (2 * T))


closed = {"ph": closed_ph, "pp": closed_pp}
T, e1, e2, m = 0.01, -0.005, 0.015, 1
N_big = 20000

# Closed forms against brute-force sums, random energies, both signs of m
rng = np.random.default_rng(1)
largest = 0.0
for _ in range(20):
    a, b = rng.uniform(-0.05, 0.05, 2)
    for k in range(-3, 4):
        for kind in ("ph", "pp"):
            diff = abs(corrected_sum(kind, a, b, k, T, N_big)
                       - closed[kind](a, b, k, T))
            largest = max(largest, diff)
assert largest < 1e-7

# Static double poles, and zero at the same energies when m is not zero
f1, f2 = fermi(e1, T), fermi(e2, T)
static_ph = -f1 * (1 - f1) / T
static_pp = f1 * (1 - f1) / T
static_ph_sum = corrected_sum("ph", e1, e1, 0, T, N_big)
static_pp_sum = corrected_sum("pp", e1, -e1, 0, T, N_big)
assert abs(static_ph_sum - static_ph) < 1e-8
assert abs(static_pp_sum - static_pp) < 1e-8
step = 1e-5
slope = (fermi(e1 + step, T) - fermi(e1 - step, T)) / (2 * step)
assert abs(slope - static_ph) < 1e-4   # finite-difference error of order step^2
for k in (-2, -1, 1, 2):
    assert abs(corrected_sum("ph", e1, e1, k, T, N_big)) < 1e-8
    assert abs(corrected_sum("pp", e1, -e1, k, T, N_big)) < 1e-8

# Equal-energy static pair bubble
pair = np.tanh(e2 / (2 * T)) / (2 * e2)
assert abs(corrected_sum("pp", e2, e2, 0, T, N_big) - pair) < 1e-8

# Weight function: relation to f, residue T, bound on squares, shift, reflection
for e in (e1, e2):
    assert abs(weight(e, T) - (0.5 - fermi(e, T))) < 1e-13
    for k in (-2, 1, 3):
        iW = 2j * np.pi * k * T
        assert abs(weight(e - iW, T) - weight(e, T)) < 1e-12
        assert abs(weight(iW - e, T) + weight(e, T)) < 1e-12
angles = 2 * np.pi * np.arange(200) / 200
for n in (-2, 0, 3):
    pole = 1j * (2 * n + 1) * np.pi * T
    offset = 0.5 * np.pi * T * np.exp(1j * angles)
    residue = np.mean(weight(pole + offset, T) * offset)
    assert abs(residue - T) < 1e-12
for k in (1, 2, 3):
    half = 2 * np.pi * k * T
    s = np.linspace(-half, half, 2001)
    side_v = np.abs(2 * weight(half + 1j * s, T))
    side_h = np.abs(2 * weight(s + 1j * half, T))
    assert side_v.max() <= 1 / np.tanh(np.pi * k) + 1e-12
    assert side_h.max() <= 1 + 1e-12

# Error laws: raw error is minus the tail; corrected error falls as 1/N^3
error_ratio = {}
for kind in ("ph", "pp"):
    target = closed[kind](e1, e2, m, T)
    raw_error = direct_sum(kind, e1, e2, m, T, 1000) - target
    assert abs(raw_error / (-tail(kind, T, 1000)) - 1) < 1e-4
    err_100 = abs(corrected_sum(kind, e1, e2, m, T, 100) - target)
    err_200 = abs(corrected_sum(kind, e1, e2, m, T, 200) - target)
    error_ratio[kind] = err_100 / err_200
    assert 7.8 < error_ratio[kind] < 8.2

# Worked example
W = 2 * np.pi * m * T
print(f"T = {T:.3f} hartree = {T * HARTREE_K:.0f} K")
print(f"e1 = {e1:.3f} hartree, e2 = {e2:.3f} hartree, m = {m}")
print(f"W = {W:.6f} hartree")
print(f"f1 = {f1:.6f}, f2 = {f2:.6f} (no unit)")
print(f"f1 - f2 = {f1 - f2:.6f} (no unit)")
print(f"1 - f1 - f2 = {1 - f1 - f2:.6f} (no unit)")
print(f"e1 - e2 = {e1 - e2:.3f} hartree, e1 + e2 = {e1 + e2:.3f} hartree")
names = {"ph": "particle-hole", "pp": "particle-particle"}
for kind in ("ph", "pp"):
    value = closed[kind](e1, e2, m, T)
    print(f"{names[kind]} closed form = {value:.6f} 1/hartree")
    print(f"  the same = {value / HARTREE_EV:.6f} 1/eV")
    for N in (10, 100, 1000):
        raw = direct_sum(kind, e1, e2, m, T, N)
        print(f"  N = {N}: raw sum = {raw:.6f} 1/hartree")
        print(f"    tail = {tail(kind, T, N):.6f} 1/hartree")
        print(f"    raw + tail = {raw + tail(kind, T, N):.6f} 1/hartree")
    print(f"  corrected error, N=100 over N=200: {error_ratio[kind]:.3f}")
print(f"static ph, both levels at e1: formula {static_ph:.6f} 1/hartree")
print(f"  direct sum with tail {static_ph_sum.real:.6f} 1/hartree")
print(f"static pp, levels e1 and -e1: formula {static_pp:.6f} 1/hartree")
print(f"  direct sum with tail {static_pp_sum.real:.6f} 1/hartree")
print(f"static pp, both levels at e2: {pair:.6f} 1/hartree")
print(f"largest deviation in 280 random cases = {largest:.1e} 1/hartree")
print("tests ok")
```

Printed output:

```
T = 0.010 hartree = 3158 K
e1 = -0.005 hartree, e2 = 0.015 hartree, m = 1
W = 0.062832 hartree
f1 = 0.622459, f2 = 0.182426 (no unit)
f1 - f2 = 0.440034 (no unit)
1 - f1 - f2 = 0.195115 (no unit)
e1 - e2 = -0.020 hartree, e1 + e2 = 0.010 hartree
particle-hole closed form = -2.024148-6.359049j 1/hartree
  the same = -0.074386-0.233691j 1/eV
  N = 10: raw sum = -1.516350-6.358372j 1/hartree
    tail = -0.506606 1/hartree
    raw + tail = -2.022956-6.358372j 1/hartree
  N = 100: raw sum = -1.973486-6.359048j 1/hartree
    tail = -0.050661 1/hartree
    raw + tail = -2.024147-6.359048j 1/hartree
  N = 1000: raw sum = -2.019082-6.359049j 1/hartree
    tail = -0.005066 1/hartree
    raw + tail = -2.024148-6.359049j 1/hartree
  corrected error, N=100 over N=200: 8.000
particle-particle closed form = 0.482023+3.028638j 1/hartree
  the same = 0.017714+0.111300j 1/eV
  N = 10: raw sum = -0.025711+3.027692j 1/hartree
    tail = 0.506606 1/hartree
    raw + tail = 0.480895+3.027692j 1/hartree
  N = 100: raw sum = 0.431361+3.028637j 1/hartree
    tail = 0.050661 1/hartree
    raw + tail = 0.482022+3.028637j 1/hartree
  N = 1000: raw sum = 0.476957+3.028638j 1/hartree
    tail = 0.005066 1/hartree
    raw + tail = 0.482023+3.028638j 1/hartree
  corrected error, N=100 over N=200: 8.000
static ph, both levels at e1: formula -23.500371 1/hartree
  direct sum with tail -23.500371 1/hartree
static pp, levels e1 and -e1: formula 23.500371 1/hartree
  direct sum with tail 23.500371 1/hartree
static pp, both levels at e2: 21.171632 1/hartree
largest deviation in 280 random cases = 2.0e-12 1/hartree
tests ok
```
